# When heating raises the dimer share of a saturated vapour

## A case with constant enthalpies

A substance M evaporates as monomers M and dimers M₂. Breaking a dimer costs energy, so heating shifts the gas reaction $2\mathrm M\rightleftharpoons \mathrm M_2$ towards monomers. It seems to follow that the hotter a saturated vapour is, the smaller its share of dimers.

Let $H_1$ be the molar enthalpy of M(condensed) → M(gas), and $H_d$ that of M₂(gas) → 2M(gas). Treat the vapour as ideal and, for the moment, both enthalpies as constants. With partial pressures $p_1,p_2$ and standard pressure $p^\circ$, the association constant and the saturated monomer pressure vary as

$$K=\frac{p_2p^\circ}{p_1^2}\propto e^{+H_d/RT},\qquad p_1\propto e^{-H_1/RT}.$$

The first factor falls on heating, the second rises. The dimer-to-monomer ratio contains both:

$$r\equiv\frac{p_2}{p_1}=K\,\frac{p_1}{p^\circ}\propto e^{-(H_1-H_d)/RT}.$$

If $H_1>H_d$, the ratio rises with temperature. The argument for its fall follows $K$ and overlooks that the condensed phase supplies more monomer on heating, and a denser gas associates more. In the cold limit of this case $K$ diverges and yet $r\to0$: the monomer pressure vanishes faster than $K$ grows.

## Counter-example: vapour over solid sodium chloride

Sodium chloride is one of the salts heated in salt-assisted chemical vapour deposition. The model below uses rough values for it between 900 and 1050 K, below the melting point. They are not fitted to measured vapour pressures, so the absolute pressures are illustrative. At 0 K, removing one NaCl unit from the solid costs 230 kJ/mol and splitting a dimer costs 190 kJ/mol. Measured from the cold solid, with zero-point energies included, the gas species have energies $E_1=230$ and $E_2=2(230)-190=270$ kJ/mol.

The molecules are rigid rotors with harmonic vibrations. For species $i$, containing $i$ units, the chemical potential at molar concentration $c_i$ is $\mu_i=RT\ln(c_i/z_i)$, with

$$z_i=\frac1{N_A}\left(\frac{m_ikT}{2\pi\hbar^2}\right)^{3/2}q_i^{\rm rot}q_i^{\rm vib}e^{-E_i/RT},\qquad q^{\rm vib}=\prod_j\frac1{1-e^{-\theta_j/T}}.$$

Here $m_i$ is the molecular mass and $\theta_j=hc\tilde\nu_j/k$ for a mode of wavenumber $\tilde\nu_j$.

- The monomer has bond length 0.236 nm, one mode at 365 cm⁻¹ and $q^{\rm rot}=2IkT/\hbar^2$, where $I$ is its moment of inertia.
- The dimer is a flat rhombus of side $a=0.250$ nm with an angle of 100° at sodium. Its moments are $I_a=2m_{\rm Na}(a\cos50°)^2$, $I_b=2m_{\rm Cl}(a\sin50°)^2$ and $I_c=I_a+I_b$. With symmetry number 4, $q^{\rm rot}=\tfrac{\sqrt\pi}{4}(2kT/\hbar^2)^{3/2}\sqrt{I_aI_bI_c}$. Its modes lie at 100, 140, 200, 230, 240 and 270 cm⁻¹.
- The solid has six oscillators of 150 cm⁻¹ per NaCl unit. With $q_s=(1-e^{-\theta_s/T})^{-6}$, its chemical potential is $\mu_c=-RT\ln q_s$; its volume is neglected here.

At equilibrium a gas species made of $i$ units has $\mu_i=i\mu_c$. Therefore $\ln(c_i/z_i)=-i\ln q_s$, and

$$p_i=RTc_i=RT\,z_i\,q_s^{-i}.$$

Evaluating this for $i=1,2$ gives:

| $T$ (K) | $p_1$ (Torr) | $p_2$ (Torr) | $r$ |
|---|---|---|---|
| 900 | 0.0058 | 0.0014 | 0.239 |
| 950 | 0.0276 | 0.0085 | 0.309 |
| 1000 | 0.112 | 0.0435 | 0.389 |
| 1050 | 0.395 | 0.189 | 0.479 |

From 900 to 1050 K, $K$ falls to 0.0295 of its initial value, as expected for a bond that heat breaks. Meanwhile $p_1$ grows 68.1-fold. The product, $0.0295\times68.1=2.01$, is the growth of $r$. With monomers and dimers alone, the dimer mole fraction $x_2=r/(1+r)$ rises from 0.193 to 0.324.

The enthalpies follow from thermal energies. A gas molecule carries $\tfrac52RT$ for translation and the pressure–volume term, $RT$ or $\tfrac32RT$ for rotation (linear or not), and $R\theta/(e^{\theta/T}-1)$ per vibration. At 1000 K, in kJ/mol, the monomer's $\tfrac72RT$ is 29.10, its vibration holds 6.32, and the solid holds 44.70. Hence

$$H_1=230+29.10+6.32-44.70\approx220.7 .$$

On dissociation, two monomers with $7RT$ replace one dimer with $4RT$, a gain of $3RT=24.94$. Their vibrations hold 12.64, against 43.19 in the dimer. Thus

$$H_d=190+24.94+12.64-43.19\approx184.4 .$$

The difference is $H_1-H_d=36.3$ kJ/mol. Taking it as constant gives

$$\ln\frac{r(1050)}{r(900)}\approx\frac{36\,300}{8.314}\left(\frac1{900}-\frac1{1050}\right)=0.69,$$

which is a doubling, as in the table.

## The general statement and its proof

**Statement.** Let a pure condensed phase be in equilibrium with an ideal vapour containing M and M₂, and let the volume of the condensed phase be negligible. Along the saturation line,

$$\boxed{\;\frac{d\ln r}{dT}=\frac{H_1-H_d}{RT^2}\;}$$

At a given temperature, $r$ has a positive slope if and only if $H_1>H_d$.

**Proof.** Let $h_1,h_2$ be the molar enthalpies of the gases and $h_c$ that of the condensed phase, per mole of M. By definition $H_1=h_1-h_c$ and $H_d=2h_1-h_2$. Equilibrium requires

$$\mu_1=\mu_c,\qquad \mu_2=2\mu_c .$$

For an ideal gas $\mu_i=\mu_i^\circ(T)+RT\ln(p_i/p^\circ)$. The Gibbs–Helmholtz relation states that $\mu/T$ has temperature derivative $-h/T^2$ at fixed pressure. To keep the condensed volume $v$ per mole in view, include the change of total pressure $P$:

$$d\!\left(\frac{\mu_c}{T}\right)=-\frac{h_c}{T^2}dT+\frac vT\,dP .$$

Dividing the first equilibrium condition by $T$ and differentiating gives

$$-\frac{h_1}{T^2}dT+R\,d\ln p_1=-\frac{h_c}{T^2}dT+\frac vT\,dP .$$

Solving for the monomer pressure,

$$\frac{d\ln p_1}{dT}=\frac{H_1}{RT^2}+\frac v{RT}\frac{dP}{dT}.$$

The dimer condition has $2\mu_c$ on the right, so $h_c$ and $v$ are doubled. Since $h_2-2h_c=2(h_1-h_c)-(2h_1-h_2)=2H_1-H_d$,

$$\frac{d\ln p_2}{dT}=\frac{2H_1-H_d}{RT^2}+\frac{2v}{RT}\frac{dP}{dT}.$$

Subtracting the monomer equation leaves

$$RT^2\frac{d\ln r}{dT}=H_1-H_d+Tv\frac{dP}{dT}.$$

Neglecting $v$ gives the statement. ∎

The result also has a direct reading. Consider M(condensed) + M(gas) → M₂(gas). It vaporises one unit at cost $H_1$ and gains $H_d$ by forming the dimer bond. Its equilibrium constant, for a condensed phase of unit activity, is $p_2/p_1=r$. The criterion says that this step must absorb heat.

Both enthalpies depend on temperature, so the sign is local. Over an interval the change of $\ln r$ is the integral of $(H_1-H_d)/(RT^2)$; one value of the difference suffices when it varies little. When the two enthalpies are equal, $r$ is stationary.

## Which vaporisation enthalpy?

$H_1$ belongs to the monomer alone. The slope of the total pressure $P=p_1+p_2$ gives something else. Since $d\ln P=(1-x_2)\,d\ln p_1+x_2\,d\ln p_2$, the slope enthalpy is, with $v$ neglected,

$$H_{\rm slope}\equiv RT^2\frac{d\ln P}{dT}=(1-x_2)H_1+x_2(2H_1-H_d)=H_1+x_2(H_1-H_d).$$

This is the heat absorbed per mole of gas molecules formed. One mole of molecules contains $1+x_2$ moles of formula units, so the heat per mole of M vaporised is $H_{\rm slope}/(1+x_2)$.

For the salt at 1000 K, $x_2=0.280$. The slope enthalpy is $220.7+0.280\times36.3=230.9$ kJ/mol, and the heat per mole of NaCl is $230.9/1.280=180.4$ kJ/mol. The latter lies below $H_d=184.4$ kJ/mol although $H_1$ lies well above it. Inserting the calorimetric heat of the mixed vapour into the criterion would therefore predict the wrong sign here.

## A case in which the ratio falls

Some liquids already consist of dimers. Let $L$ be the enthalpy of vaporising one mole of these dimers as M₂. This is the quantity $2H_1-H_d$, so

$$H_1=\frac{L+H_d}2,\qquad H_1-H_d=\frac{L-H_d}2 .$$

The ratio rises if $L>H_d$. The structure of the liquid matters through its enthalpy and imposes no further condition.

Trimethylaluminium, a precursor for aluminium oxide films, is a liquid of this kind. Take the rough values $L=40$ and $H_d=85$ kJ/mol, both held constant, a dissociation entropy $S_d=180$ J/(mol K) at 1 bar, and a dimer pressure of 10 Torr at 293 K. Then $H_1=62.5$ and $H_1-H_d=-22.5$ kJ/mol.

The dimer pressure scales as $e^{-L/RT}$, and the monomer pressure follows from

$$p_1=\sqrt{p^\circ p_2\,e^{-H_d/RT+S_d/R}} .$$

At 293 K this gives $p_1=0.115$ Torr and $r=87$. At 343 K, $p_2=110$ Torr, $p_1=4.86$ Torr and $r=23$. Both partial pressures rise, but that of the monomer rises faster. Here the expectation of a falling dimer share is right, because the dimer leaves its liquid cheaply compared with the cost of splitting it.

## What happens when the source runs dry

The criterion requires a condensed phase. Suppose a sealed volume $V$ contains $N$ moles of formula units, all evaporated, with $n_1$ moles of monomer and $n_2$ of dimer. Then $n_1+2n_2=N$ is fixed. Substituting $p_i=n_iRT/V$ into $K$ gives

$$\frac{n_2}{n_1^2}=\frac{KRT}{p^\circ V},\qquad d\ln n_2-2\,d\ln n_1=-\frac{H_d-RT}{RT^2}\,dT,$$

because $d\ln K/dT=-H_d/(RT^2)$ and the factor $T$ contributes $1/T$. Conservation gives $n_1\,d\ln n_1+2n_2\,d\ln n_2=0$, or $d\ln n_1=-2r\,d\ln n_2$. The left side of the second equation is then $(1+4r)\,d\ln n_2$, while $d\ln r=d\ln n_2-d\ln n_1=(1+2r)\,d\ln n_2$. Hence

$$\frac{d\ln r}{dT}=-\frac{1+2r}{1+4r}\,\frac{H_d-RT}{RT^2}.$$

For $H_d>RT$ the ratio now falls. If also $H_1>H_d$ while the solid lasts, $r$ peaks at the temperature where the solid disappears.

Put 3.0 µmol of the model salt into one litre. At 1000 K saturation would require $p_1+2p_2=0.1987$ Torr, or 26.5 Pa, which corresponds to 3.19 µmol. The vessel must run dry slightly earlier; solving $(p_1+2p_2)V/RT=N$ numerically gives 998 K. There $r=0.386$. It is 0.369 ten kelvin below and 0.333 ten kelvin above.

At 1050 K the saturated values give $K/p^\circ=r/p_1=0.479/0.395=1.21$ Torr⁻¹. The dry gas has $p_1+2p_2=NRT/V=0.196$ Torr. Writing $p_2=(K/p^\circ)p_1^2$ and solving the quadratic gives $p_1=0.145$ Torr and $r=0.176$. With solid present, the same temperature gives 0.479. Superheating vapour away from its source thus differs from heating the source.

## How far the salt model can be trusted

While solid remains, larger clusters leave $r$ unchanged within the ideal-gas treatment: each gas species separately obeys $\mu_i=i\mu_c$, so adding a trimer changes neither $p_1$ nor $p_2$. It does dilute the dimer mole fraction. With $H^{(i)}$ the enthalpy of forming one mole of species $i$ from the condensed phase, differentiating $x_2=p_2/\sum_i p_i$ gives

$$RT^2\frac{d\ln x_2}{dT}=H^{(2)}-\sum_i x_iH^{(i)}.$$

The dimer fraction then rises if its formation enthalpy exceeds the vapour average.

To size this effect, take a regular hexagonal trimer of side 0.250 nm and symmetry number 6. Removing one monomer from it costs 170 kJ/mol at 0 K, so $E_3=3(230)-190-170=330$ kJ/mol. Its assumed modes are 40 (twice), 80, 90 (twice), 130, 200, 230 (twice), 250 and 270 (twice) cm⁻¹. Its pressure at 1000 K is 0.078 of the dimer's. With these values the dimer fraction still rises, from 0.192 at 900 K to 0.313 at 1050 K. This trend is sensitive to the bond energies: with 203 kJ/mol for splitting the dimer and 190 kJ/mol for removing a monomer from the trimer, the fraction falls from 0.45 to 0.39, although $r$ still rises. Even this fall depends on the model of the solid: with the measured heat capacity and entropy of solid NaCl and the same bond energies, the fraction rises from 0.35 to 0.39.

The magnitude of $r$ is less secure than its trend. Lowering all dimer wavenumbers by 10%, with the 0 K energies held fixed, changes $r$ at 1000 K from 0.39 to 0.68, while $H_1-H_d$ moves only from 36.3 to 37.0 kJ/mol. A stronger dimer bond matters directly for the sign: raising the 0 K bond energy from 190 to 240 kJ/mol gives $H_1-H_d=-13.7$ kJ/mol and a falling ratio. The value 190 may be low: tabulated heats of formation imply about 203 kJ/mol at 298 K. MP2 in a triple-zeta basis (def2-TZVP) gives about 199–205 kJ/mol, depending on whether the sodium 2s2p electrons are correlated, but this is not converged: a counterpoise correction lowers it by 11–15 kJ/mol, to about 188–191. Take 200–205 kJ/mol as a plausible stronger bond. With the other inputs unchanged, that reduces the margin over the solid at 1000 K from 36 to about 21–26 kJ/mol, so the ratio still rises, but more slowly. The ratio itself changes greatly, from 0.39 to about 1.3–2.4 at 1000 K, so the tabulated values of $r$ illustrate the trend and are not predictions for the real salt.

The solid's volume, a carrier gas and dipole forces have little effect at 1000 K. The harmonic model of the solid matters more: the measured heat content of solid NaCl at 1000 K is about 6 kJ/mol larger than the model's, which lowers $H_1$ and the margin by that amount. With the stronger dimer bond, about 16–21 kJ/mol remains. The measured heat capacity and entropy also put the solid's chemical potential at 1000 K about 7 kJ/mol below the model's. This multiplies both $p_1$ and $r$ by 0.43, so the range 1.3–2.4 for $r$ becomes about 0.6–1.0. This range still carries the assumed dimer modes and geometry. They give a dimer entropy about 5 J/(mol K) above the tabulated one, and tabulated enthalpies and entropies put $r$ near 0.4 at 1000 K. Anharmonic vibrations of the molecules are not estimated here. With $v=30$ cm³/mol, the volume term is $vPH_{\rm slope}/RT=0.017$ J/mol at 1000 K. An inert, insoluble carrier gas at 1 bar multiplies $r$ by $e^{vP/RT}$, an increase of 0.036%. For dipole forces between unbound monomers, use a dipole moment of $3\times10^{-29}$ C m and find the distance at which two aligned dipoles attract with energy $kT$. The corresponding sphere, multiplied by the number density, gives a relative non-ideality of about $7\times10^{-6}$.

Melting is not small. A rough melting enthalpy of 28 kJ/mol at 1074 K raises $h_c$ and lowers $H_1$ by that amount, leaving $H_d$ unchanged. The margin drops from 36 to 8 kJ/mol. The ratio itself is continuous, since the solid and liquid have equal chemical potentials at melting, but its slope changes. With the stronger dimer bond of 200–205 kJ/mol the margin above the liquid is already negative, about −2 to −7 kJ/mol, and the measured heat content of the solid lowers it to about −9 to −14 kJ/mol. With these inputs the ratio falls above the liquid. With the 190 kJ/mol bond and the measured heat content the margin is only about +1 kJ/mol. The conclusion that the ratio rises is therefore confined to the solid.

In a deposition reactor the vapour may not be saturated. Flow can carry vapour away faster than the salt replaces it, and mixing or reaction with a metal oxide can lower the salt's activity. If the gas still reaches association equilibrium, $r=Kp_1/p^\circ$ applies with the actual $p_1$. At half the saturated monomer pressure and 1000 K, the model ratio is 0.19 instead of 0.39. To test the saturation criterion by comparing source temperatures, hold the degree of saturation $p_1/p_1^{\rm sat}$ fixed, or measure it and divide $r$ by it.

Numbers in the example were calculated in double precision.
